**Franz's relation for a symmetric two-band insulator**

In a two-band insulator with edges \(E_v\) and \(E_c\), gap \(E_g\) and equal edge masses \(m\), the evanescent decay constant obeys \(\kappa^2=(2m/\hbar^2)(E-E_v)(E_c-E)/E_g\). The program finds the complex wavevectors from a matrix eigenproblem and asserts that they agree with this relation, vanish at both edges and peak at midgap. It also asserts the band-edge masses, the band character of the wave and the absence of current in a single decaying wave. For a two-site chain it asserts that slab transmission and defect tails follow the lattice form of the relation, which approaches Franz's as the cell shrinks. With a common \(k^2\) term in both bands, it asserts that the maximum keeps its height and moves towards the heavier band. For \(E_g=8\) eV and \(m=0.5\,m_0\) the output shows a midgap value of 5.12 nm⁻¹, reduced to 4.49 nm⁻¹ on a chain with 0.4 nm cells.

## Verification by program

```python
"""
Result under test: in a symmetric two-band insulator the evanescent decay
constant kappa obeys Franz's relation
    kappa^2 = (2 m / hbar^2) (E - Ev) (Ec - E) / Eg,
which is zero at both band edges and largest at midgap.

Symbols: Ev, Ec band edges; Eg = Ec - Ev = 2*delta; m mass at both edges;
eps = energy measured from midgap; P = interband coupling (eV nm);
a = cell length of a two-site chain with site energies +delta, -delta and
hopping t = P/a; gamma = coefficient of a k^2 term common to both bands.
Energies are in eV, lengths in nm, kappa in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

H2_2M0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
gap = 8.0
mass = 0.5
thickness = 2.0
cell = 0.4
delta = gap / 2
P = np.sqrt(H2_2M0 / mass * gap)
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
H0 = np.diag([delta, -delta])


def franz(eps):
    return np.sqrt(mass / H2_2M0 * (eps + delta) * (delta - eps) / gap)


def complex_k(eps):
    """Wavevectors and spinors solving (H0 + k P SX) psi = eps psi."""
    return np.linalg.eig(SX @ (eps * np.eye(2) - H0) / P)


def kappa_eig(eps):
    k = complex_k(eps)[0]
    assert np.max(np.abs(k.real)) < 1e-9
    return np.max(np.abs(k.imag))


def edge_masses(gamma):
    """Conduction and valence masses (units m0) from band curvature."""
    h = 0.02
    bands = [np.linalg.eigvalsh(H0 + k * P * SX + gamma * k**2 * np.eye(2))
             for k in (-h, 0.0, h)]
    curv = (bands[0] - 2 * bands[1] + bands[2]) / h**2
    return 2 * H2_2M0 / curv[1], -2 * H2_2M0 / curv[0]


def chain(n_cells, a):
    t = P / a
    site = np.tile([delta, -delta], n_cells)
    hop = np.full(2 * n_cells - 1, t)
    return np.diag(site) + np.diag(hop, 1) + np.diag(hop, -1)


def log_transmission(eps, n_cells, a, width=2.0):
    """Log transmission of a slab between two wide-band contacts."""
    matrix = eps * np.eye(2 * n_cells) - chain(n_cells, a) + 0j
    matrix[0, 0] += 0.5j * width
    matrix[-1, -1] += 0.5j * width
    source = np.zeros(2 * n_cells, complex)
    source[-1] = 1.0
    green = np.linalg.solve(matrix, source)[0]
    return 2 * np.log(width * abs(green))


def kappa_slab(eps, a):
    n1, n2 = int(round(2.0 / a)), int(round(4.0 / a))
    drop = log_transmission(eps, n1, a) - log_transmission(eps, n2, a)
    return drop / (2 * (n2 - n1) * a)


def kappa_lattice(eps, a):
    return 2 / a * np.arcsinh(np.sqrt(delta**2 - eps**2) * a / (2 * P))


# Band-edge masses from the real bands
mc, mv = edge_masses(0.0)
assert abs(mc / mass - 1) < 1e-4 and abs(mv / mass - 1) < 1e-4

# Complex bands from the eigenproblem against Franz's relation
grid = np.linspace(-delta, delta, 801)
numeric = np.array([kappa_eig(e) for e in grid])
assert np.allclose(numeric, franz(grid), rtol=1e-9, atol=1e-7)
assert numeric[0] < 1e-7 and numeric[-1] < 1e-7
assert np.all(np.diff(numeric[:401]) > 0)
assert np.all(np.diff(numeric[400:]) < 0)
kappa_max = numeric[400]
assert abs(kappa_max / np.sqrt(mass * gap / (4 * H2_2M0)) - 1) < 1e-9

# Band character and vanishing current of one evanescent wave
weights = {}
for barrier in (1.0, 4.0, 6.0):
    e = delta - barrier
    vectors = complex_k(e)[1]
    for j in range(2):
        psi = vectors[:, j] / np.linalg.norm(vectors[:, j])
        assert abs(abs(psi[0])**2 - (e + delta) / gap) < 1e-9
        assert abs(np.vdot(psi, SX @ psi)) < 1e-9
    weights[barrier] = abs(psi[0])**2


# One-band parabolic estimate: right at the edge, too large at midgap
def parabolic(barrier):
    return np.sqrt(mass * barrier / H2_2M0)


edge_ratio = parabolic(1e-3) / kappa_eig(delta - 1e-3)
mid_ratio = parabolic(delta) / kappa_max
assert abs(edge_ratio - 1) < 1e-3
assert abs(mid_ratio - np.sqrt(2)) < 1e-9

# Slab transmission: lattice relation, then its continuum limit
for a in (cell, 0.02):
    for e in (-2.0, 0.0, 3.0):
        assert abs(kappa_slab(e, a) / kappa_lattice(e, a) - 1) < 1e-5
for e in (-2.0, 0.0, 3.0):
    assert abs(kappa_slab(e, 0.02) / franz(e) - 1) < 1e-3
err_coarse = 1 - kappa_slab(0.0, 0.04) / kappa_max
err_fine = 1 - kappa_slab(0.0, 0.02) / kappa_max
assert abs(err_coarse / err_fine - 4) < 0.05
assert abs(err_fine / ((kappa_max * 0.02)**2 / 24) - 1) < 0.02
slab_mid = kappa_slab(0.0, cell)
assert slab_mid > kappa_slab(0.5, cell)
assert slab_mid > kappa_slab(-0.5, cell)

# Defect levels in a finite chain: tail set by the level's own energy
defects = []
n_cells, centre = 121, 60
for potential in (-2.0, -5.6, -20.0):
    ham = chain(n_cells, cell)
    ham[2 * centre, 2 * centre] += potential
    levels, states = np.linalg.eigh(ham)
    inside = np.where(np.abs(levels) < delta - 1e-6)[0]
    assert len(inside) == 1
    level = levels[inside[0]]
    amp = np.abs(states[::2, inside[0]])
    tail = np.log(amp[centre + 2] / amp[centre + 8]) / (6 * cell)
    assert abs(tail / kappa_lattice(level, cell) - 1) < 1e-6
    defects.append((potential, level, tail))
assert defects[0][1] > defects[1][1] > defects[2][1]
assert defects[1][2] > defects[0][2] and defects[1][2] > defects[2][2]

# Broken electron-hole symmetry: common k^2 term in both bands
asym = 0.2
gamma = asym * H2_2M0 / mass
mc_asym, mv_asym = edge_masses(gamma)
assert abs(mc_asym * (1 + asym) / mass - 1) < 1e-4
assert abs(mv_asym * (1 - asym) / mass - 1) < 1e-4


def kappa_asym(eps):
    """Imaginary root of the quadratic eigenproblem in k."""
    block = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [(eps * np.eye(2) - H0) / gamma, -P * SX / gamma]])
    k = np.linalg.eigvals(block)
    k = k[np.abs(k.imag) > np.abs(k.real)]
    assert len(k) == 2
    return np.max(np.abs(k.imag))


best = minimize_scalar(lambda e: -kappa_asym(e), bounds=(-3.9, 3.9),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x + gamma * kappa_max**2) < 1e-3
assert abs(best.x + asym * delta / 2) < 1e-3
assert abs(-best.fun / kappa_max - 1) < 1e-6

# Worked example
print(f"gap Eg = {gap:.1f} eV, edge mass m = {mass:.2f} m0")
print(f"hbar^2/(2 m0) = {H2_2M0:.6f} eV nm^2")
print(f"interband coupling P = {P:.4f} eV nm")
print(f"masses from band curvature: mc = {mc:.4f}, mv = {mv:.4f} m0")
print(f"kappa at midgap = {kappa_max:.4f} 1/nm")
print(f"amplitude decay length at midgap = {1 / kappa_max:.4f} nm")
print(f"slab thickness d = {thickness:.1f} nm")
print("barrier (eV) | kappa (1/nm) | one-band kappa (1/nm)"
      " | exp(-2 kappa d)")
for barrier in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0, 3.5, 4.0, 6.0, 7.0, 8.0):
    kap = kappa_eig(delta - barrier)
    print(f"{barrier:.1f} | {kap:.4f} | {parabolic(barrier):.4f}"
          f" | {np.exp(-2 * kap * thickness):.3e}")
print(f"one-band/two-band kappa at midgap = {mid_ratio:.4f}")
print(f"one-band/two-band kappa 1 meV below Ec = {edge_ratio:.6f}")
for start, end in ((1.0, 1.5), (4.0, 3.5)):
    k1, k2 = kappa_eig(delta - start), kappa_eig(delta - end)
    factor = np.exp(-2 * (k2 - k1) * thickness)
    print(f"barrier {start:.1f} -> {end:.1f} eV: kappa change ="
          f" {k2 - k1:+.4f} 1/nm, exp(-2 kappa d) times {factor:.4f}")
for barrier, weight in weights.items():
    print(f"conduction weight at barrier {barrier:.1f} eV = {weight:.4f}")
print(f"chain: cell a = {cell:.2f} nm, hopping t = {P / cell:.4f} eV")
print(f"chain kappa at midgap, from slab = {slab_mid:.4f} 1/nm")
print(f"chain/Franz kappa at midgap = {slab_mid / kappa_max:.4f}")
print(f"relative shortfall, a = 0.04 nm: {err_coarse:.3e}")
print(f"relative shortfall, a = 0.02 nm: {err_fine:.3e}")
for potential, level, tail in defects:
    print(f"defect U = {potential:.1f} eV: level {level:+.4f} eV from"
          f" midgap, tail kappa {tail:.4f}, Franz {franz(level):.4f} 1/nm")
print(f"asymmetry s = {asym:.1f}, gamma = {gamma:.5f} eV nm^2")
print(f"asymmetric masses: mc = {mc_asym:.4f}, mv = {mv_asym:.4f} m0")
print(f"asymmetric maximum at {best.x:+.4f} eV from midgap")
print(f"asymmetric maximum kappa = {-best.fun:.4f} 1/nm")
print("success")
```

Output:

```
gap Eg = 8.0 eV, edge mass m = 0.50 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
interband coupling P = 0.7808 eV nm
masses from band curvature: mc = 0.5000, mv = 0.5000 m0
kappa at midgap = 5.1232 1/nm
amplitude decay length at midgap = 0.1952 nm
slab thickness d = 2.0 nm
barrier (eV) | kappa (1/nm) | one-band kappa (1/nm) | exp(-2 kappa d)
0.0 | 0.0000 | 0.0000 | 1.000e+00
0.5 | 2.4802 | 2.5616 | 4.913e-05
1.0 | 3.3887 | 3.6226 | 1.298e-06
1.5 | 3.9993 | 4.4368 | 1.129e-07
2.0 | 4.4368 | 5.1232 | 1.961e-08
3.0 | 4.9605 | 6.2746 | 2.414e-09
3.5 | 5.0830 | 6.7773 | 1.479e-09
4.0 | 5.1232 | 7.2453 | 1.259e-09
6.0 | 4.4368 | 8.8736 | 1.961e-08
7.0 | 3.3887 | 9.5846 | 1.298e-06
8.0 | 0.0000 | 10.2463 | 1.000e+00
one-band/two-band kappa at midgap = 1.4142
one-band/two-band kappa 1 meV below Ec = 1.000063
barrier 1.0 -> 1.5 eV: kappa change = +0.6106 1/nm, exp(-2 kappa d) times 0.0869
barrier 4.0 -> 3.5 eV: kappa change = -0.0402 1/nm, exp(-2 kappa d) times 1.1744
conduction weight at barrier 1.0 eV = 0.8750
conduction weight at barrier 4.0 eV = 0.5000
conduction weight at barrier 6.0 eV = 0.2500
chain: cell a = 0.40 nm, hopping t = 1.9519 eV
chain kappa at midgap, from slab = 4.4934 1/nm
chain/Franz kappa at midgap = 0.8771
relative shortfall, a = 0.04 nm: 1.742e-03
relative shortfall, a = 0.02 nm: 4.369e-04
defect U = -2.0 eV: level +2.8259 eV from midgap, tail kappa 3.3659, Franz 3.6259 1/nm
defect U = -5.6 eV: level -0.0077 eV from midgap, tail kappa 4.4934, Franz 5.1232 1/nm
defect U = -20.0 eV: level -3.6581 eV from midgap, tail kappa 2.0173, Franz 2.0725 1/nm
asymmetry s = 0.2, gamma = 0.01524 eV nm^2
asymmetric masses: mc = 0.4167, mv = 0.6250 m0
asymmetric maximum at -0.4000 eV from midgap
asymmetric maximum kappa = 5.1232 1/nm
success
```
